# Why Constant-Coupling Inelastic Scattering Has a Relaxation Time and Fröhlich Scattering Does Not

Anyone who computes the low-field mobility of a semiconductor must decide whether to average a relaxation time $\tau(E)$ over the thermal distribution or to solve an equation that couples different electron energies. It is tempting to let the energy exchange decide: elastic scattering gets a relaxation time, inelastic scattering does not. That criterion is wrong. A phonon can change the electron energy by several $kT$ and still leave an exact relaxation time for the current. What matters is whether an electron arriving at its new energy remembers its old direction.

## The model and its linear response

Take a spherical band with energy $E(k)$, speed $v(E)=\hbar^{-1}dE/dk$ and density of states $D(E)$ per spin and volume. Electrons scatter from one phonon branch of fixed energy $\hbar\omega$, which stays in equilibrium with occupation $N=1/(e^{\hbar\omega/kT}-1)$. Rates follow the golden rule, and spin is conserved. The squared matrix element $|M|^2$, multiplied by the volume, may depend on $q=|\mathbf k-\mathbf k'|$. The rate from $\mathbf k$ to $\mathbf k'$ is $S(\mathbf k,\mathbf k')$, proportional to $N$ for absorption and to $N+1$ for emission.

With $f'=f(\mathbf k')$, the collision integral is
$$
\mathcal C[f]=\sum_{\mathbf k'}\left[S(\mathbf k',\mathbf k)f'(1-f)-S(\mathbf k,\mathbf k')f(1-f')\right].
$$
It vanishes for the Fermi function $f_0$ by detailed balance:
$$
P\equiv S(\mathbf k,\mathbf k')f_0(1-f_0')=S(\mathbf k',\mathbf k)f_0'(1-f_0).
$$
For absorption this holds because $N/(N+1)=e^{-\hbar\omega/kT}$ equals the ratio of $f_0'/(1-f_0')$ to $f_0/(1-f_0)$. Emission is the same process reversed.

Let the force $eF$ on an electron point along $z$, and let $\theta$ be the angle between $\mathbf k$ and $z$. To first order in $F$ the driving term is
$$
\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_z}=eFv\cos\theta\,\frac{\partial f_0}{\partial E}
=-\frac{eF}{kT}f_0(1-f_0)v\cos\theta .
$$
It is proportional to $\cos\theta$, the angular pattern $l=1$. Collisions in a spherical band preserve this pattern, so write
$$
\delta f=f_0(1-f_0)\psi,\qquad \psi=\varphi(E)\cos\theta .
$$
Varying the collision integral gives
$$
\begin{aligned}
\delta\mathcal C=\sum_{\mathbf k'}\big\{&\delta f'\,[S(\mathbf k',\mathbf k)(1-f_0)+S(\mathbf k,\mathbf k')f_0]\\
-&\delta f\,[S(\mathbf k',\mathbf k)f_0'+S(\mathbf k,\mathbf k')(1-f_0')]\big\}.
\end{aligned}
$$
Insert $\delta f'=f_0'(1-f_0')\psi'$ in the first line. By detailed balance its two terms are $P(1-f_0')\psi'$ and $Pf_0'\psi'$, with sum $P\psi'$. In the second line they are $Pf_0\psi$ and $P(1-f_0)\psi$, with sum $P\psi$. Hence
$$
\delta\mathcal C=-\sum_{\mathbf k'}P\,(\psi-\psi').
$$
Departures and arrivals carry the same weight $P$. Whether the arrivals matter is therefore a question about the average of $\psi'$ over directions.

## What the angular average removes

Let $x$ be the cosine of the angle between $\mathbf k$ and $\mathbf k'$, and $\chi$ the azimuth of $\mathbf k'$ about $\mathbf k$. Then
$$
\cos\theta'=x\cos\theta+\sqrt{1-x^2}\,\sin\theta\cos\chi .
$$
The rate does not depend on $\chi$, so the last term averages to zero and $\cos\theta'$ becomes $x\cos\theta$. For each final energy two moments remain:
$$
M_0=\frac12\int_{-1}^{1}|M|^2dx,\qquad
M_1=\frac12\int_{-1}^{1}x|M|^2dx .
$$
Set $\varphi=(eF/kT)\lambda$, where $\lambda$ has the dimension of length. Equating the driving term to $\delta\mathcal C$ and dividing by $-(eF/kT)f_0(1-f_0)\cos\theta$ gives
$$
v(E)=\sum_\pm R_\pm\left[M_0^\pm\lambda(E)-M_1^\pm\lambda(E\pm\hbar\omega)\right],
$$
$$
R_\pm=\frac{2\pi}{\hbar}N_\pm D(E\pm\hbar\omega)\frac{1-f_0(E\pm\hbar\omega)}{1-f_0(E)},
$$
with $N_+=N$ and $N_-=N+1$. The emission term is absent when $E<\hbar\omega$.

If $|M|^2=K$ is constant, then $M_0=K$ and
$$
M_1=\frac K2\int_{-1}^{1}x\,dx=0 .
$$
The coupling between energies disappears, leaving $\lambda=v\tau$ with $1/\tau=\sum_\pm R_\pm K$. The bracket multiplying $\delta f$ in the variation gives the same rate in another form. For absorption it contains $(N+1)f_0'+N(1-f_0')=N+f_0'$, and for emission $Nf_0'+(N+1)(1-f_0')=N+1-f_0'$. Therefore
$$
\begin{aligned}
\frac1{\tau(E)}=\frac{2\pi K}{\hbar}\big\{&[N+f_0(E+\hbar\omega)]D(E+\hbar\omega)\\
+&[N+1-f_0(E-\hbar\omega)]D(E-\hbar\omega)\big\}.
\end{aligned}
$$
No expansion in $\hbar\omega/kT$ has been made. Within the linearized golden-rule model, the relaxation time is exact.

Electrons do arrive from other energies, but they arrive evenly over all directions. For each shell $E'$, the extra electrons moving forward and the missing electrons moving backward feed the shell $E$ with opposite signs, and the two contributions cancel. The electrons survive the collision; their current does not.

This argument does not cover a perturbation that is the same in all directions, $l=0$. There $\psi'$ has no sign change to cancel, and extra electrons at one energy become extra electrons at another. Energy relaxation therefore remains a coupled problem even for constant $|M|^2$. The restriction to low field matters for this reason: at higher order in $F$ the field changes the $l=0$ part and heats the electrons.

Constancy is sufficient, not necessary. Any $|M|^2$ even in $x$ on the connected shells gives $M_1=0$. Elastic scattering is different again: arrivals may remember direction, but they come from the same energy, so the equation reduces to $v=\lambda R(M_0-M_1)$. A relaxation time thus arises in two ways, through loss of directional memory or through absence of energy transfer.

## Fröhlich coupling keeps a memory

For polar optical phonons,
$$
|M|^2=\frac C{q^2},\qquad
C=\frac{e^2\hbar\omega}{2\epsilon_0}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right).
$$
Put $a=k^2+k'^2$ and $b=2kk'$, so that $q^2=a-bx$. The first moment is
$$
M_0=\frac C{2b}\ln\frac{a+b}{a-b}=\frac{C}{2kk'}L,\qquad
L=\ln\frac{k+k'}{|k-k'|},
$$
because $a\pm b=(k\pm k')^2$. For the other, use
$$
\frac{x}{a-bx}=-\frac1b+\frac ab\,\frac1{a-bx}.
$$
Averaging over $x$ gives $M_1=(aM_0-C)/b$. The mean scattering cosine is
$$
\bar x=\frac{M_1}{M_0}=\frac12\left(\frac{k'}k+\frac k{k'}\right)-\frac1L .
$$
It is positive, since $1/q^2$ is larger at $x$ than at $-x$ for every $x>0$.

The limits show where the memory is strong. If $k'/k=r\gg1$, then $L=2(r^{-1}+r^{-3}/3+\dots)$, so $1/L=r/2-1/(6r)+\dots$ and $\bar x\to2/(3r)$. A very slow electron that absorbs a phonon nearly forgets its direction. If $E\gg\hbar\omega$, then $k'\to k$ and $L\to\infty$, so $\bar x\to1$: fast electrons scatter mostly forward. The approach is only logarithmic, and at $E=10\hbar\omega$ the mean cosine for absorption is still 0.73.

A relaxation time belonging to the collisions themselves would make the response at $E$ depend on $\varphi(E)$ alone. This can be tested by placing the perturbation at $E+\hbar\omega$ and nowhere else. Take $E=0.12$ eV, $\hbar\omega=0.09$ eV, $T=300$ K and a Fermi level of 0.05 eV in a nonparabolic band. Direct angular integration of the full collision integral gives a response at $E$, divided by $f_0(1-f_0)\cos\theta$ and by the out-scattering rate, of 0.083 for unit $\varphi$ with Fröhlich coupling. With constant coupling it is zero to rounding. For an $l=0$ perturbation, again with constant coupling, it is 0.22.

The energies $\varepsilon+n\hbar\omega$, with $0\le\varepsilon<\hbar\omega$ and $n=0,1,2,\dots$, form a ladder. Each rung couples to its neighbours, so every $\varepsilon$ gives a separate tridiagonal system of equations.

## Following one electron

From here on the electrons are nondegenerate and the band is parabolic. Let $\Gamma=\sum_\pm R_\pm M_0^\pm$ be the total scattering rate and $p_\pm=R_\pm M_0^\pm/\Gamma$ the probabilities of absorption and emission. Dividing the field equation by $\Gamma$ gives
$$
\lambda(E)=\frac v\Gamma+\sum_\pm p_\pm\bar x_\pm\lambda(E\pm\hbar\omega).
$$
This is the equation for the mean displacement of an electron launched at energy $E$, measured along its launch direction. The first term is the first free flight, and the second is what later flights add. With constant coupling every $\bar x$ vanishes, and later flights average to zero.

Round parameters in the regime of gallium nitride are a mass of $0.2m_e$, $\hbar\omega=0.09$ eV, $\epsilon_\infty=5.3$ and $\epsilon_s=9$, all rough typical values. At 300 K, $N=0.0317$. Consider the rungs $E_0=3kT/2=0.0388$ eV and $E_1=0.1288$ eV.

An electron at $E_0$ can absorb but not emit. With $D=mk/(2\pi^2\hbar^2)$, its rate is
$$
\Gamma_0=\frac{2\pi}\hbar N\,\frac{mk_1}{2\pi^2\hbar^2}\,\frac{CL}{2k_0k_1}
=\frac{NmCL}{2\pi\hbar^3k_0}
=\alpha\omega N\sqrt{\frac{\hbar\omega}{E_0}}\,L ,
$$
where the last form uses $\hbar k_0=\sqrt{2mE_0}$ and defines the Fröhlich constant by $C=2\pi\alpha\hbar^2\omega\sqrt{2\hbar\omega/m}$. Here $\alpha=0.427$, $\omega=137\ \mathrm{ps}^{-1}$ and $k_1/k_0=\sqrt{0.1288/0.0388}=1.82$, so $L=1.23$ and $\Gamma_0=3.48\ \mathrm{ps}^{-1}$. The mean cosine is
$$
\bar x=\tfrac12(1.822+0.549)-\frac1{1.233}=0.375 .
$$

At $E_1$ emission is possible. Since $M_0$ is the same in both directions, the emission rate is
$$
\Gamma_0\frac{N+1}{N}\frac{k_0}{k_1}=3.48\times32.5\times0.549=62\ \mathrm{ps}^{-1}.
$$
The total rate at $E_1$ is $65.2\ \mathrm{ps}^{-1}$, so 95% of collisions there are emissions.

The first flights are 75.1 nm from $E_0$ and 7.3 nm from $E_1$. The full ladder solution gives $\lambda_0=90.2$ nm and $\lambda_1=40.2$ nm. For the lower rung,
$$
\lambda_0=75.1+0.375\times40.2=90.2\ \mathrm{nm}.
$$
For the upper rung, the first flight and the return to $E_0$ give
$$
7.3+0.952\times0.375\times90.2=39.5\ \mathrm{nm},
$$
and the remainder, 0.8 nm when computed from unrounded values, comes through the third rung. Most of $\lambda_1$ is thus inherited from long flights at another energy. Random sampling of collision sequences gives $90.5\pm0.2$ nm and $40.1\pm0.2$ nm, where the uncertainties are standard errors.

For comparison, take a constant coupling with the same absorption rate at $E_0$. The first flight there is again 75.1 nm, but now it is the whole of $\lambda_0$; random sampling gives $75.1\pm0.2$ nm. Each collision still exchanges the energy $\hbar\omega$, but the directional memory has gone.

## A time that depends on the question

After solving the Fröhlich problem one can still define $\lambda/v$ and call it a time. To see whether it belongs to the collisions, change the drive from $v$ to $vE/kT$. This is the energy-weighted part of the drive from a temperature gradient. The corresponding time is $\lambda$ divided by the new drive.

At $E_0$ the field drive gives 345 fs and the heat drive 375 fs. At $E_1$ they give 84.5 fs and 38.7 fs. The large change at $E_1$ follows from the inheritance. The heat drive is $E_1/kT=4.98$ times $v$ at the upper rung and 1.5 times $v$ at the lower one. The inherited part of $\lambda_1$ grows roughly as the lower factor but is divided by the upper one. With constant coupling both drives give the same time, because each energy responds to its own drive.

Below $\hbar\omega$ an approximate relaxation time returns when $kT\ll\hbar\omega$. Absorption is then rare and emission follows it quickly. The flight at $E_1$ adds little to $\lambda_0$ for the field drive if $[N/(N+1)]\sqrt{E_1/E_0}\ll1$. The heat drive gives that flight a further weight $E_1/E_0$, so a time common to both drives needs $[N/(N+1)](E_1/E_0)^{3/2}\ll1$, which excludes the slowest electrons. The following estimate is for the field drive. Neglecting the short flight at $E_1$ and setting the emission probability there to one gives $\lambda_1\approx\bar x\lambda_0$. Substitution into $\lambda_0=v_0/\Gamma_0+\bar x\lambda_1$ yields
$$
\lambda_0\approx\frac{v_0}{\Gamma_0(1-\bar x^2)} .
$$
The absorption and emission act as one nearly elastic event with mean cosine $\bar x^2=0.14$. The estimate is 3% below the ladder value at 300 K and 0.1% below it at 150 K, with $E_0$ held fixed.

A coupling that favours backward scattering also links energies. For $|M|^2=Bq^2$,
$$
M_0=B(k^2+k'^2),\qquad M_1=-\tfrac23Bkk' .
$$
On the same two rungs $\bar x=-\tfrac23\times0.422=-0.28$. In the pair limit $\lambda_1\approx\bar x\lambda_0$ is then negative: an electron launched at the upper energy ends, on average, behind its starting point. Yet $\lambda_0$ still exceeds its first flight, because two reversals restore the direction. A negative $\lambda_1$ cannot be represented by any positive relaxation time.

## What the decision does to the mobility

The drift velocity is the average of $v\cos\theta$ over $\delta f=f_0(eF/kT)\lambda\cos\theta$. Since $\cos^2\theta$ averages to $1/3$,
$$
\mu=\frac{e\langle v\lambda\rangle}{3kT},
$$
where the brackets are a thermal average. The ladder solution gives $2580\ \mathrm{cm^2/Vs}$ at 300 K. This is the linear response about the thermal distribution. A phonon of fixed energy never moves an electron from one ladder to another, so some further process, such as acoustic or electron-electron scattering, must keep the isotropic part thermal. With the polar phonon alone, even a weak field slowly redistributes electrons among the ladders, and the steady-state mobility settles near 2200.

Using $1/\Gamma$ as the relaxation time gives 2030, which is 21% below the ladder result. It drops all later flights, whose net contribution here is positive.

The other shortcut uses the rate at which collisions remove momentum along the initial direction,
$$
\frac1{\tau_m}=\sum_\pm R_\pm\left(M_0^\pm-\frac{k'_\pm}kM_1^\pm\right).
$$
It follows from the field equation if $\lambda$ is proportional to $k$ on all connected rungs. The actual values violate this badly: $\lambda_1/\lambda_0=0.45$, while $k_1/k_0=1.82$. The resulting mobility is 6360, too high by a factor of 2.5. At $E_0$ an absorption leaves on average $1.82\times0.375=68\%$ of the forward momentum, so the shortcut counts it as a mild collision. The emission that soon follows brings the electron back to $E_0$ with 14% of its forward momentum. The shortcut assigns that second loss to the upper energy, where few electrons reside.

## Gallium nitride and the limits of the model

Lightly doped gallium nitride of good quality has a room-temperature electron mobility of very roughly $1000\ \mathrm{cm^2/Vs}$, well below the 2580 of this polar-phonon model. The largest omission sized here is other scattering. A deformation potential of 8 eV, an elastic constant of 400 GPa, a squared piezoelectric coupling of 0.02 and $10^{16}\ \mathrm{cm^{-3}}$ ionized impurities, all rough inputs, lower the ladder result by roughly 40%, to about 1500. Dislocations and compensation are still left out. A 10% heavier mass lowers the polar-phonon value by 13%, and a nonparabolic band by 6% if the accompanying change in the Bloch functions is ignored, or by about 2% if it is included. The other rough inputs matter as much: $\epsilon_s=9.5$ lowers the value by 7%, $\epsilon_s=10.4$ by 16%, and $\hbar\omega=0.092$ eV raises it by 8%. At an operating temperature of 450 K the polar-phonon value falls to about 670. Degeneracy and screening are minor at this doping: the electron density is 0.4% of the band's effective density of states, and the plasma energy is 4% of $\hbar\omega$.

The golden rule itself is less secure. At $E_1$ the broadening $\hbar\Gamma$ is 0.48 of the phonon energy, and $\alpha=0.43$ is not very small. The size of the resulting correction to the mobility is not determined here, so even the second digit of these mobilities is not established for the material; the digits serve only to compare solutions of the same model. The low-field condition also has a scale. Linearization requires $|\psi|\ll1$, that is $eF\lambda\ll kT$. With $\lambda_0=90$ nm the two sides are equal at about 3 kV/cm, so the field must lie well below that. Balancing field heating against phonon losses for a Maxwellian distribution puts a 10% rise in electron temperature near 7 kV/cm, but this overstates the linear range: at that field $eF\lambda_0/kT$ exceeds 2, and at this doping electron-electron collisions are too slow to keep the distribution Maxwellian.

The constant-coupling theorem needs more than a constant deformation potential. If the phonon energy varies with $q$, the final energy and the phonon occupation vary with angle, and $M_1$ need not vanish. Bloch functions also contribute an angular factor. In a two-band description with a gap of 3.4 eV, this overlap alone gives a mean cosine of about 0.01 between $E_0$ and $E_1$, against 0.375 from Fröhlich coupling. If the phonon energy is nearly independent of $q$, the relaxation time of a constant coupling is therefore a very good approximation at $E_0$ and for the mobility. It is less accurate at $E_1$, where even this faint memory of the 75 nm flights at $E_0$ adds roughly a tenth to a first flight of about 7 nm. For polar phonons the ladder should be solved. The numerical output lists the values behind this comparison.

## Values computed for the example and the checks

```
Input effective mass: 0.2 electron masses
Input phonon energy: 0.09 eV
Input high-frequency permittivity: 5.3
Input static permittivity: 9
Input temperature: 300 K
Phonon occupation at 300 K: 0.03174
Lower energy E0 = 3kT/2: 0.03878 eV
Upper energy E1 = E0 + hw: 0.1288 eV
Collision test: Fermi level: 0.05 eV
Collision test: energy E: 0.12 eV
Response at E to perturbation only at E+hw, per out-rate:
  constant coupling, l=1: 1.1e-17 (rounding level)
  constant coupling, l=0: 0.2182
  Froehlich coupling, l=1: 0.08257
Froehlich out-rate at E0: 3.478 1/ps
Froehlich out-rate at E1: 65.17 1/ps
Constant-coupling out-rate at E0: 3.478 1/ps
Constant-coupling out-rate at E1: 66.56 1/ps
Mean cosine M1/M0 between E0 and E1, Froehlich: 0.3746
Froehlich at E0: first flight 75.09 nm, lambda 90.16 nm, Monte Carlo 90.50 +- 0.21 nm
Froehlich at E1: first flight 7.30 nm, lambda 40.22 nm, Monte Carlo 40.08 +- 0.23 nm
constant at E0: first flight 75.09 nm, lambda 75.09 nm, Monte Carlo 75.08 +- 0.18 nm
Froehlich time at E0: field drive 345.2 fs, heat drive 375.4 fs, ratio 1.087
Froehlich time at E1: field drive 84.5 fs, heat drive 38.7 fs, ratio 0.459
Constant coupling, heat/field time ratio at E1: 1
Pair estimate / ladder lambda at E0, 300 K: 0.9689
Pair estimate / ladder lambda at E0, 150 K: 0.999
Mobility, constant coupling: 1967 cm2/Vs
Mobility, Froehlich, ladder solution: 2577 cm2/Vs
Mobility, Froehlich, out-scattering time: 2028 cm2/Vs
Mobility, Froehlich, momentum-loss time: 6360 cm2/Vs
Mobility, Froehlich, ladder, 450 K: 672.7 cm2/Vs
Mobility with nonparabolic band (no overlap factor): 2425 cm2/Vs
Mobility with 10% heavier mass: 2233 cm2/Vs
Inputs for other scatterers: 8 eV, 400 GPa, K^2 0.02, 1.0e+16 cm^-3
Mobility with acoustic, piezo, impurity scattering: 1461 cm2/Vs
Mean cosine from Bloch overlap alone, E0 to E1: 0.00873
Degeneracy: density / band density of states: 0.00446
Screening: plasma energy / phonon energy: 0.0401
Broadening: hbar * out-rate at E1 / phonon energy: 0.477
Froehlich coupling constant: 0.427
Field for 10% electron heating (estimate): 6.72 kV/cm
```
